# Why Electrons in a Tapered Fin Gather Near the Wide Base

## Result

An electron in a fin of slowly varying width $w(z)$ moves vertically as if it had the potential energy

$$E_n(z)=\frac{n^2\pi^2}{2m_xw(z)^2},$$

where $z$ is the height above the base and $n$ labels the transverse subband. This is the kinetic energy of the motion across the fin. It is lowest where the fin is widest, so the vertical force points to the wide base:

$$-\frac{dE_n}{dz}=\frac{n^2\pi^2}{m_x w^3}\,w'<0\qquad(w'<0).$$

The lowest state is therefore displaced toward the base, and it gathers there if the fin is much taller than the localization length $\ell$ found below. A dilute thermal population is also denser there, partly for this reason and partly because a wide slice has more room.

The algebra is in atomic units. The model is one electron with constant masses $m_x$ (across) and $m_z$ (vertical), in a fin symmetric about $x=0$ with linearly decreasing width. All walls are hard, and at first there is no electrostatic potential inside. Motion along the channel separates and is omitted. Electron repulsion, wall penetration and nonparabolic bands are left out.

The example uses round model parameters: width 80 Å at the base and 40 Å at the top, height $H=400$ Å, hence $w'=-0.1$, with $m_x=0.2$ and $m_z=0.4$. Its reference values come from diagonalizing the full two-dimensional problem; they are listed in the numerical output.

## Contribution 1: transverse confinement

At fixed $z$ the slice is a box of width $w$. With $s=x/w+\tfrac12$, its normalized states are

$$\phi_n=w^{-1/2}g_n(s),\qquad g_n=\sqrt2\,\sin n\pi s ,$$

with the energies $E_n(z)$ above. By the chain rule the vertical force is $(-\partial E_n/\partial w)\,w'=(2E_n/w)\,w'$. The electron pushes the side walls apart with force $2E_n/w$; because the walls are inclined, their reaction has a component toward the base.

In ordinary units $1/(2m)$ becomes $3.81\ \text{eV Å}^2$ divided by the mass in electron masses. At the base

$$E_1=\frac{3.81\,\pi^2}{0.2\times80^2}=0.0294\ \text{eV}.$$

Half the width gives four times the energy, 0.1175 eV at the top. The rise of 0.088 eV is the main vertical potential.

## Contribution 2: the changing shape of the slice state

Take one subband, $\psi=\phi_n(x;z)\chi(z)$ with real functions. The vertical kinetic energy contains

$$\int(\partial_z\psi)^2dx=\chi'^2+2\chi\chi'\langle\phi_n|\partial_z\phi_n\rangle+\chi^2\|\partial_z\phi_n\|^2 .$$

The middle term vanishes: $\phi_n$ stays normalized and is zero at the moving walls, so $0=\partial_z\langle\phi_n|\phi_n\rangle=2\langle\phi_n|\partial_z\phi_n\rangle$. The last term acts as a potential $D_n=\|\partial_z\phi_n\|^2/(2m_z)$. Making the energy stationary with respect to $\chi$ gives

$$\left[-\frac{1}{2m_z}\frac{d^2}{dz^2}+E_n(z)+D_n(z)\right]\chi=E\chi .$$

To find $D_n$, note that at fixed $x$, $\partial_zs=-(w'/w)(s-\tfrac12)$. Hence

$$\partial_z\phi_n=-\frac{w'}{w}\,w^{-1/2}\left[\tfrac12g_n+(s-\tfrac12)g_n'\right].$$

Squaring and integrating gives $(w'/w)^2$ times three terms:

- $\tfrac14\int_0^1g_n^2\,ds=\tfrac14$.
- $\int_0^1(s-\tfrac12)g_ng_n'\,ds=\tfrac12\int_0^1(s-\tfrac12)(g_n^2)'ds=-\tfrac12$, by parts.
- $\int_0^1(s-\tfrac12)^2g_n'^2ds=n^2\pi^2\int_0^1(s-\tfrac12)^2(1+\cos2n\pi s)\,ds=\frac{n^2\pi^2}{12}+\tfrac12$. Two integrations by parts give the cosine integral as $1/(2n^2\pi^2)$.

The sum is

$$D_n=\frac{1}{2m_z}\left(\frac{w'}{w}\right)^2\left(\frac{n^2\pi^2}{12}+\frac14\right).$$

This term also grows upward, so it too favours the base, but weakly. In the example $D_1$ runs from $1.6\times10^{-5}$ eV at the base to $6.4\times10^{-5}$ eV at the top, less than a thousandth of $E_1$ at either end.

## Contribution 3: coupling between subbands

Now let $\psi=\sum_n\phi_n\chi_n$. Differentiating twice and projecting on $\phi_m$ gives the first-derivative coupling $-(1/m_z)A_{mn}\chi_n'$ in the equation for $\chi_m$, where $A_{mn}=\langle\phi_m|\partial_z\phi_n\rangle$. For $m\ne n$ the term $g_n/2$ drops out by orthogonality:

$$A_{mn}=-\frac{w'}{w}\int_0^1(s-\tfrac12)\,n\pi\left[\sin(m+n)\pi s+\sin(m-n)\pi s\right]ds .$$

For integer $r\neq0$, integration by parts gives $\int_0^1(s-\tfrac12)\sin r\pi s\,ds=-[1+(-1)^r]/(2r\pi)$. This is zero for odd $r$ and $-1/(r\pi)$ for even $r$. For $m$ and $n$ of equal parity, therefore,

$$A_{mn}=\frac{w'}{w}\,n\left[\frac1{m+n}+\frac1{m-n}\right]=\frac{w'}{w}\,\frac{2mn}{m^2-n^2},$$

and otherwise $A_{mn}=0$. Subband 1 couples first to subband 3.

Differentiating twice also gives the term $-\langle\phi_m|\partial_z^2\phi_1\rangle\chi/(2m_z)$, which is of second order in $w'$. For a weak taper, and where vertical energies are small compared with $E_m-E_1$, drop this term and the vertical kinetic energy of the small component $\chi_m$, and replace $E$ by $E_1(z)$. The equation for $\chi_m$ then gives

$$\chi_m\simeq\frac{A_{m1}\chi'}{m_z(E_m-E_1)} .$$

If $\chi$ varies over a length $\ell$, then $\chi'\sim\chi/\ell$. With $A_{31}=\tfrac34w'/w$ and $E_3-E_1=4\pi^2/(m_xw^2)$, the amplitude is of order

$$\frac{3}{16\pi^2}\,\frac{m_x}{m_z}\,\frac{|w'|\,w}{\ell}\ll1 .$$

This is the adiabatic condition. With $\ell=50.6$ Å, found below, it gives about 0.0015, a weight near $2\times10^{-6}$. Integrating the squared amplitudes for $m=3,5,7$ gives $2.1\times10^{-6}$; the full calculation gives $1.6\times10^{-6}$. The estimate ignores that $\chi_m$ must vanish at the base, where $\chi'$ does not. How much of the difference this explains was not isolated.

### Bounds on the energy error

The product $\phi_1\chi$ is an admissible trial function in two dimensions. The ground energy calculated with $D_1$ is therefore an upper bound.

For a lower bound, take the full ground state $\psi$. In each slice its transverse energy is at least $E_1(z)\int\psi^2dx$. What remains, at each fixed $x$, is the energy of a function of $z$ in the potential $E_1(z)$. Extended by zero outside the fin, that function vanishes at $z=0$ and $z=H$, so its energy per unit norm is at least the one-dimensional ground energy without $D_1$. Integrating over $x$ gives the lower bound.

The three values, in increasing order, are 0.0391605, 0.0391793 and 0.0391798 eV. The middle one is the two-dimensional result (0.00144 hartree). It lies $5\times10^{-7}$ eV below the upper bound, so coupling matters much less here than $D_1$, and $D_1$ much less than $E_1$.

## Why the lowest state must move down

Within the one-subband equation, the direction of the shift can be proved without a weak-potential assumption. Let $a$ and $b$ be the positive ground states in potentials $V_a$ and $V_b$ on $0<z<H$, with $V_a-V_b$ increasing upward. Define $W=ba'-ab'$. The two equations give

$$W'=2m_z\left[(V_a-V_b)-(E_a-E_b)\right]ab .$$

$W$ vanishes at both ends. The bracket increases with $z$, so it must pass from negative to positive, and $W<0$ in between. Hence $(a/b)'=W/b^2<0$: the density ratio $a^2/b^2$ falls with height.

Both densities are normalized, so the ratio crosses 1 once, at some $z_c$. Then $(z-z_c)(a^2-b^2)\le0$ everywhere, and its integral shows that $a$ has the lower mean height.

Choose $V_b$ constant, whose ground state has mean height $H/2$, and $V_a=E_1+D_1$. The tapered fin's ground state lies below mid-height. The full two-dimensional mean is 70.4 Å (133 bohr), and 99.97% of the probability is in the lower half.

The argument concerns the ground state. The second level has mean height 113 Å: it has more vertical energy and reaches farther up.

## How far down: two limits

**Strong localization.** Near the base, with $w_b=w(0)$, write $E_1(z)\simeq E_1(0)+Fz$ and $F=\pi^2|w'|/(m_xw_b^3)$. Let $\varepsilon=E-E_1(0)$, neglect $D_1$, and define

$$\ell=(2m_zF)^{-1/3},\qquad \zeta=\frac z\ell-\frac{\varepsilon}{F\ell}.$$

Since $1/(2m_z\ell^2)=F\ell$, the equation becomes $d^2\chi/d\zeta^2=\zeta\chi$. For $H\gg\ell$ the decaying solution is the Airy function $\mathrm{Ai}(\zeta)$. It must vanish at $z=0$, so $\varepsilon=|a_1|F\ell$, where $a_1=-2.338$ is its first zero.

The mean height follows by scaling. Stretching the state by a factor $1/\mu$ changes its energy to $\mu^2T+\mu^{-1}U$, where $T$ is the kinetic energy and $U=F\langle z\rangle$. Stationarity at $\mu=1$ gives $U=2T$. Thus $U=2\varepsilon/3$ and

$$\langle z\rangle=\tfrac23|a_1|\ell .$$

For the example, $F=2(0.02938)(0.1)/80\simeq7.34\times10^{-5}$ eV/Å, and

$$\ell=\left(\frac{3.81/0.4}{7.344\times10^{-5}}\right)^{1/3}\text{Å}=50.6\ \text{Å}.$$

This gives $\langle z\rangle=78.9$ Å and $\varepsilon=0.00869$ eV. Relative to the full values, 70.4 Å and 0.00980 eV, the height is 12% too large and the energy 11% too small.

The height error has the sign required by the comparison argument. The potential $E_1(z)$ is convex, and its excess over the tangent increases upward; restoring that excess lowers the state. It also raises the energy, because the tangent lies below the curve.

**Weak taper.** As $w'\to0$, $\ell$ grows and eventually exceeds $H$. The state then fills the height, and $Fz$ is a perturbation on the box levels $k^2\pi^2/(2m_zH^2)$. The needed matrix element is

$$\langle1|z|2\rangle=\frac1H\int_0^Hz\left[\cos\frac{\pi z}{H}-\cos\frac{3\pi z}{H}\right]dz=-\frac{16H}{9\pi^2}.$$

The level spacing is $3\pi^2/(2m_zH^2)$. First-order mixing with the second level changes the mean height by

$$\delta\langle z\rangle\simeq-\frac{2F\langle1|z|2\rangle^2}{3\pi^2/(2m_zH^2)}=-\frac{512}{243\pi^6}\left(\frac H\ell\right)^3H\simeq-0.0022\left(\frac H\ell\right)^3H ,$$

using $2m_zF=\ell^{-3}$. A small taper thus gives a small shift, not full accumulation. In the example $H/\ell=7.9$, well outside this limit.

## Removing the cause but keeping the shape

Make the side walls reflecting, with zero normal flux, and keep the same trapezoid and hard end walls. The lowest transverse function is now constant, with zero transverse energy at every height.

Take $\psi=f(z)=\chi/\sqrt w$, so that $\int wf^2dz=\int\chi^2dz$. The vertical energy density is $wf'^2/(2m_z)$, with

$$wf'^2=\chi'^2-\frac{w'}{w}\chi\chi'+\frac{w'^2}{4w^2}\chi^2 .$$

For constant $w'$, integrating the middle term by parts gives $-\tfrac12(w'/w)^2\chi^2$. The remaining potential is $-(w'/w)^2/(8m_z)$. It is weak and favours the narrow top: its size there is $(3.81/0.4)(0.1/40)^2/4\simeq1.5\times10^{-5}$ eV.

The two-dimensional mean height with reflecting sides is 200.1 Å, essentially mid-height and displaced slightly upward, as this sign requires. The shape alone does not produce the accumulation of the ground state; the transverse confinement energy does.

## An opposing electric force

A uniform upward force $f$ adds $-fz$ to every subband. The minimum of $E_1(z)-fz$ satisfies

$$\frac{\pi^2|w'|}{m_xw^3}=f .$$

It is a minimum because $k=E_1''=3f|w'|/w>0$ at that point. The confinement force grows from $F$ at the base to $8F$ at the top, since the width halves. For $f<F$ the potential minimum stays at the base, for $F<f<8F$ it lies inside the fin, and for $f>8F$ it is at the top.

With $f=3\times10^{-4}$ eV/Å,

$$w=80\left(\frac{7.344\times10^{-5}}{3\times10^{-4}}\right)^{1/3}\text{Å}\simeq50.0\ \text{Å},$$

at a height of about 300 Å. The full mean height is 289 Å, so base accumulation is gone. This force corresponds to a field of only 30 kV/cm, and the range from $F$ to $8F$ to about 7 to 59 kV/cm. Fields in a gated fin can be much larger, so base accumulation is a property of the nearly field-free fin with a hard base, as on an insulator; it does not predict where the electrons sit in a biased transistor or in a fin open to the substrate.

The mean lies below the minimum partly because the well is steeper above it, and partly because the hard top wall is near enough to push the state down. To estimate the first effect, neglect the end walls; the mean force then vanishes. To leading order this gives $k\,\delta+\tfrac12E_1'''\sigma^2=0$, with $E_1'''=4k|w'|/w$ and harmonic variance $\sigma^2=1/(2\sqrt{m_zk})$. Hence $\delta=-2(|w'|/w)\sigma^2$. Here $k\simeq1.8\times10^{-6}$ eV/Å$^2$ and $\sigma\simeq40$ Å, so $\delta\simeq-6.5$ Å. This is part of the 11 Å difference; the rest comes mainly from the top wall.

## Thermal population: geometry and confinement

For a dilute population with classical vertical motion, integration over vertical momentum gives the same factor at every height. This holds away from the hard end walls; within a few tens of ångströms of them, at 300 K, the true density falls to zero. Elsewhere the number per unit height is

$$N(z)\propto\sum_{n\ge1}e^{-\alpha n^2},\qquad \alpha=\frac{\pi^2}{2m_xw^2k_BT}.$$

Poisson summation gives $\sum_{n=-\infty}^{\infty}e^{-\alpha n^2}=\sqrt{\pi/\alpha}\,(1+2e^{-\pi^2/\alpha}+\dots)$. Remove the $n=0$ term and halve the rest. For $\pi^2/\alpha\gg1$,

$$N\propto\frac w\lambda-\frac12,\qquad \lambda=\sqrt{\frac{2\pi}{m_xk_BT}} .$$

The first term is geometry: more width holds more electrons. The second is quantum depletion at the side walls, equivalent to removing $\lambda/4$ of width at each. It costs a narrow slice a larger fraction of its population.

At 300 K, $k_BT=0.02585$ eV and $\lambda=96.2$ Å. For the base width of 80 Å the wide-slice formula gives 0.3314, against 0.3316 from the explicit subband sum. At width 50 Å it fails: it gives 0.020, while the first subband alone contributes $e^{-0.0752/0.02585}\simeq0.055$.

Compare quarter height, where the width is 70 Å, with three-quarter height, where it is 50 Å. Geometry gives a density ratio of $70/50=1.4$. The full two-dimensional thermal calculation gives 4.21, and the local subband sum agrees within 0.1%. Confinement therefore supplies a further factor of $4.21/1.4\simeq3.0$.

Over the whole fin, a uniform classical gas would have $70/(70+50)=58\%$ of its electrons in the lower half, the fraction of the area there. The quantum thermal population has 77%, with mean height 134 Å. Heating weakens the accumulation relative to the ground state, but at 300 K confinement still adds substantially to geometry.

## Numbers as computed

```
base width: 80 angstrom
top width: 40 angstrom
fin height: 400 angstrom
width slope dw/dz: -0.1
transverse mass m_x: 0.2 electron masses
vertical mass m_z: 0.4 electron masses
temperature: 300 K
thermal energy kT: 0.02585 eV
hbar^2/(2 m_e): 3.81 eV angstrom^2
E_1 at base: 0.02938 eV
E_1 at top: 0.1175 eV
E_1 rise base to top: 0.08813 eV
E_3 - E_1 at base: 0.235 eV
diagonal term D_1 at base: 1.596e-05 eV
diagonal term D_1 at top: 6.385e-05 eV
confinement force at base, size: 7.344e-05 eV/angstrom
Airy length: 50.62 angstrom
first Airy zero, size: 2.3381
Airy length * |slope| / base width: 0.06327
Airy energy above E_1 at base: 0.008692 eV
Airy mean height: 78.9 angstrom
ground energy, 1D without D_1: 0.03916053 eV
ground energy, full 2D: 0.03917933 eV
ground energy, 1D with D_1: 0.03917983 eV
ground energy, full 2D, converted: 0.0014398 hartree
full 2D energy above E_1 at base: 0.009802 eV
mean height, 1D without D_1: 70.382 angstrom
mean height, 1D with D_1: 70.37 angstrom
mean height, full 2D: 70.368 angstrom
mean height, full 2D, converted: 132.98 bohr
ground-state share in lower half: 0.9997
mean height of second 2D level: 113.3 angstrom
higher-subband weight, full 2D: 1.55e-06
higher-subband weight, estimate: 2.06e-06
mean height, reflecting sides: 200.14 angstrom
applied upward force: 0.0003 eV/angstrom
width at force balance: 50.05 angstrom
height at force balance: 299.5 angstrom
mean height with upward force, 2D: 288.7 angstrom
width at quarter height: 70 angstrom
width at three-quarter height: 50 angstrom
width ratio, quarter/three-quarter: 1.4
thermal density ratio, local sum: 4.205
thermal density ratio, full 2D: 4.207
thermal ratio / width ratio, 2D: 3.005
thermal share in lower half, 2D: 0.7737
thermal mean height, 2D: 133.7 angstrom
thermal wavelength for m_x: 96.23 angstrom
subband sum at base, explicit: 0.3316
subband sum at base, w/lambda - 1/2: 0.3314
```
